\section*{Friction on a slow ion in a Thomas-Fermi-screened electron gas, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a single beam to a drag law}

\subsection{Two estimates that fail}

A proton of 1 keV enters silicon and loses energy to the valence electrons. A first estimate treats those electrons as standing still. The proton sweeps through them at speed $v$, meets a number of them proportional to $v$ in each unit of time, and gives each a momentum proportional to $v$. For a fixed cross-section the resulting drag goes as $v^2$. In the example worked out below, this estimate is low by a factor of nearly five when it is given the cross-section that enters the linear drag law, that of electrons at the Fermi speed. With the cross-section held fixed its speed dependence is wrong as well, so the error grows as the proton slows.

A second estimate lets the electrons move, but uses the bare Coulomb force of the proton. The drag is then infinite, because distant electrons, each deflected by very little, add up to a logarithmic divergence.

The first failure is cured by the Fermi motion of the electrons and the second by screening. This half deals with the motion and leaves the scattering potential general. The second half puts in the screened charge.

\subsection{Conventions}

I use Hartree atomic units, $\hbar=m=e=1$, so that an electron's momentum, wavenumber and velocity are the same number. The electron gas is uniform, unpolarized and at zero temperature, with a neutralizing positive background. Its states are filled up to the Fermi wavenumber $k_F$. With two spin states per wavevector the density is
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi}{3}k_F^3=\frac{k_F^3}{3\pi^2}.
\end{equation}
The ion has a fixed charge $Z$ and velocity $\mathbf v$, and is so heavy that its recoil is neglected. The force on it is $\mathbf F$. The stopping power $S=-\mathbf F\cdot\hat{\mathbf v}$ is the energy lost per unit path, and is positive for a drag. If $S=Qv$ at low speed, $Q$ is the friction coefficient.

\subsection{The simplest case: one beam}

I sit on the ion and let a beam of electrons, of density $n_b$ and common wavevector $\mathbf k$, fall on it. The ion and its screening cloud are represented by a static central potential, so that the scattering is elastic: an electron leaves with wavevector $\mathbf k'$ and $|\mathbf k'|=|\mathbf k|=k$.

The number scattered into $d\Omega$ per unit time is the flux $n_bk$ times $(d\sigma/d\Omega)\,d\Omega$. Each scattered electron gives the ion the momentum $\mathbf k-\mathbf k'$. The part of $\mathbf k'$ perpendicular to the beam averages to zero over the azimuth, which leaves $\mathbf k(1-\cos\theta)$. Therefore
\begin{equation}
\mathbf F=n_b\,k\,\sigma_{\rm tr}(k)\,\mathbf k,
\qquad
\sigma_{\rm tr}(k)=\int(1-\cos\theta)\frac{d\sigma}{d\Omega}\,d\Omega .
\label{beam}
\end{equation}
The weight in the transport cross-section $\sigma_{\rm tr}$ has simple limits. Forward scattering transfers no momentum and does not count. Isotropic scattering gives $\sigma_{\rm tr}=\sigma$, since $\cos\theta$ then averages to zero. Pure backscattering gives $2\sigma$.

If the gas is cold, with every electron at rest in the laboratory, then all electrons have $\mathbf k=-\mathbf v$ in the ion frame. Equation (\ref{beam}) gives $S=n v^2\sigma_{\rm tr}(v)$. This is the first estimate of the opening, except that the cross-section is now taken at the speed $v$ instead of being held fixed. The difference matters for a slow ion: in the silicon example below, the Born value of $\sigma_{\rm tr}(v)$ is about six times that at the Fermi speed. For a given static potential it is the limit $v\gg k_F$, when the motion of the electrons may be neglected beside that of the ion. The screening of a real ion is no longer static at such speeds.

\subsection{Generalization to a Fermi sea}

For a slow ion the electron velocities range up to $k_F\gg v$. An electron with wavevector $\mathbf p$ in the laboratory has $\mathbf k=\mathbf p-\mathbf v$ in the ion frame. The occupation in the ion frame is therefore $f(\mathbf k)=f_0(|\mathbf k+\mathbf v|)$, where $f_0(p)$ is 1 for $p<k_F$ and 0 above. It is a Fermi sphere displaced by $-\mathbf v$.

Before adding up the beams I have to ask what the exclusion principle does, since many final states are occupied. Let $W(\mathbf k,\mathbf k')$ be the elastic scattering rate between two states of the same spin. For a central potential it depends on the common magnitude $k$ and on the angle between the two wavevectors, so it is symmetric in its arguments. With the blocking factor the force is
\begin{equation}
\mathbf F=2\sum_{\mathbf k,\mathbf k'}(\mathbf k-\mathbf k')\,W(\mathbf k,\mathbf k')\,f(\mathbf k)\,[1-f(\mathbf k')].
\end{equation}
The term containing $f(\mathbf k)f(\mathbf k')$ changes sign when the labels $\mathbf k$ and $\mathbf k'$ are exchanged, because $\mathbf k-\mathbf k'$ does and the other factors do not. Its sum is zero. What remains is the force without blocking, so the beams can be added as if they were independent:
\begin{equation}
\mathbf F=\int\frac{2\,d^3k}{(2\pi)^3}\,f_0(|\mathbf k+\mathbf v|)\,k\,\sigma_{\rm tr}(k)\,\mathbf k .
\label{shifted}
\end{equation}

At $v=0$ the sphere is centred and the integral vanishes by symmetry. At small $v$ the displaced sphere differs from the centred one by a thin surface layer. From $|\mathbf k+\mathbf v|\simeq k+\mathbf v\cdot\hat{\mathbf k}$, the surface in the direction $\hat{\mathbf k}$ lies at $k=k_F-\mathbf v\cdot\hat{\mathbf k}$. Under an integral with a smooth function this is the same as writing
\begin{equation}
f_0(|\mathbf k+\mathbf v|)\simeq f_0(k)-(\mathbf v\cdot\hat{\mathbf k})\,\delta(k-k_F).
\end{equation}
I insert the second term in (\ref{shifted}), with $d^3k=k^2dk\,d\Omega$ and $\mathbf k=k\hat{\mathbf k}$. The powers of $k$ are two from the volume element, one from the flux and one from the momentum. The angular integral is $\int\hat k_i\hat k_j\,d\Omega=(4\pi/3)\delta_{ij}$, whose trace is $4\pi$ as it must be. Thus
\begin{equation}
\mathbf F=-\frac{2}{8\pi^3}\,\frac{4\pi}{3}\,k_F^4\,\sigma_{\rm tr}(k_F)\,\mathbf v
=-\frac{k_F^4}{3\pi^2}\,\sigma_{\rm tr}(k_F)\,\mathbf v .
\end{equation}
Since $k_F^3/(3\pi^2)=n$, the friction coefficient is
\begin{equation}
Q=n\,k_F\,\sigma_{\rm tr}(k_F).
\label{Qgeneral}
\end{equation}

The minus sign is the excess of electrons that meet the ion head-on over those that overtake it. The full density $n$ appears although the unbalanced electrons are those in the surface layer. That layer holds a fraction of order $v/k_F$ of the electrons, and each of them carries flux and momentum of order $k_F$. The product is of order $n k_F v$, larger than the cold-gas estimate $n v^2$ by $k_F/v$ at equal cross-section.

Equation (\ref{Qgeneral}) does not assume weak scattering. It does assume a static potential and leading order in $v/k_F$.

\subsection{A limit that can be done further: constant cross-section}

To see the next order in $v$, let $\sigma_{\rm tr}$ be a constant. With the relative velocity $\mathbf w=\mathbf v-\mathbf p$, the drag is $n\sigma_{\rm tr}$ times the average of $|\mathbf w|\,\mathbf w$ over the Fermi sphere. Because $|\mathbf w|\mathbf w=\nabla_{\mathbf v}|\mathbf w|^3/3$, I first average $|\mathbf w|^3$ over the directions of $\mathbf p$. With $s=|\mathbf w|$, so that $s\,ds=-vp\,d(\cos\theta)$, and for $p>v$,
\begin{align}
\langle |\mathbf w|^3\rangle_\Omega
&=\frac{1}{2vp}\int_{p-v}^{p+v}s^4\,ds
=\frac{(p+v)^5-(p-v)^5}{10vp}\nonumber\\
&=p^3+2pv^2+\frac{v^4}{5p}.
\end{align}
One third of the derivative with respect to $v$ is $\tfrac43pv+\tfrac{4}{15}v^3/p$. Over the sphere the averages are $\langle p\rangle=3k_F/4$ and $\langle1/p\rangle=3/(2k_F)$. Electrons with $p<v$ need a different expression, but they fill a volume of order $v^3$ and contribute $|\mathbf w|\mathbf w$ of order $v^2$. That changes the result by a relative amount of order $(v/k_F)^4$. Hence
\begin{equation}
S=n\,k_F\,\sigma_{\rm tr}\,v\left[1+\frac25\frac{v^2}{k_F^2}+O\!\left(\frac{v^4}{k_F^4}\right)\right].
\label{const}
\end{equation}
The leading term agrees with (\ref{Qgeneral}). The correction is of second order in $v/k_F$. When $\sigma_{\rm tr}$ depends on $k$ the coefficient $2/5$ changes, but a first-order correction is still absent if $\sigma_{\rm tr}$ is smooth near $k_F$. A small displacement changes the integral (\ref{shifted}) only near the surface of the sphere, so $\mathbf F$ can be expanded in powers of the components of $\mathbf v$. Reversing $\mathbf v$ reverses $\mathbf F$, so only odd powers occur. Oddness alone would not be enough: the cold-gas force, proportional to $-v\mathbf v$, is odd too.

\subsection{The same drag from the energy given to the electrons}

The cancellation of the blocking factors deserves a second derivation, in which filled and empty states are counted explicitly. I return to the laboratory frame and treat the moving potential to lowest order. Its potential energy for an electron is
\begin{equation}
V(\mathbf r-\mathbf vt)=\int\frac{d^3q}{(2\pi)^3}\,V_q\,e^{i\mathbf q\cdot(\mathbf r-\mathbf vt)} .
\end{equation}
The component $\mathbf q$ oscillates at frequency $\omega=\mathbf q\cdot\mathbf v$. It takes an electron from $\mathbf p$ to $\mathbf p+\mathbf q$ and supplies the energy $\omega$. The golden rule gives the power
\begin{align}
P={}&\int\frac{d^3q}{(2\pi)^3}\,|V_q|^2\,2\pi\omega\int\frac{2\,d^3p}{(2\pi)^3}\,f_0(p)\nonumber\\
&\times[1-f_0(|\mathbf p+\mathbf q|)]\;\delta\!\left(\mathbf p\cdot\mathbf q+\tfrac12q^2-\omega\right).
\label{power}
\end{align}
At zero temperature $\omega$ must be positive, since all states of lower energy are full.

The delta function fixes the component of $\mathbf p$ along $\mathbf q$ at $p_\parallel=\omega/q-q/2$ and leaves a factor $1/q$. The perpendicular component must satisfy $p_\perp^2<k_F^2-p_\parallel^2$, so that the initial state is full, and $p_\perp^2>k_F^2-(p_\parallel+q)^2$, so that the final state is empty. The allowed region is a ring. When both circles exist its area is
\begin{equation}
A=\pi\left[(p_\parallel+q)^2-p_\parallel^2\right]=\pi(q^2+2p_\parallel q)=2\pi\omega .
\end{equation}
For $v\to0$ both circles exist for all $q<2k_F$, and no transition is possible for $q>2k_F$. The boundary is blurred over a width of order $v$, which drops out in this limit.

I write $\omega=qv\mu$, where $\mu$ is the cosine between $\mathbf q$ and $\mathbf v$ and runs from 0 to 1. Then $d^3q/(2\pi)^3=q^2dq\,d\mu/(4\pi^2)$, and the inner integral is $2A/(8\pi^3q)=\omega/(2\pi^2q)$. Collecting factors,
\begin{align}
P&=\int\frac{q^2\,dq\,d\mu}{4\pi^2}\,|V_q|^2\,2\pi\omega\,\frac{\omega}{2\pi^2q}
=\frac{v^2}{4\pi^3}\int_0^1\!\mu^2d\mu\int_0^{2k_F}\!q^3|V_q|^2dq .
\end{align}
The $\mu$ integral is $1/3$. The power is $P=Sv=Qv^2$, so
\begin{equation}
Q=\frac{1}{12\pi^3}\int_0^{2k_F}q^3\,|V_q|^2\,dq .
\label{Qborn}
\end{equation}

This has to agree with (\ref{Qgeneral}) when the cross-section is taken in the Born approximation, where the amplitude is $f=-V_q/(2\pi)$. On the Fermi surface $q^2=2k_F^2(1-\cos\theta)$, hence $\sin\theta\,d\theta=q\,dq/k_F^2$ and $1-\cos\theta=q^2/(2k_F^2)$. This gives
\begin{equation}
\sigma_{\rm tr}=2\pi\int_0^{2k_F}\frac{q\,dq}{k_F^2}\,\frac{q^2}{2k_F^2}\,\frac{|V_q|^2}{4\pi^2}
=\frac{1}{4\pi k_F^4}\int_0^{2k_F}q^3|V_q|^2\,dq .
\end{equation}
Multiplication by $nk_F=k_F^4/(3\pi^2)$ reproduces (\ref{Qborn}), including the factor 12. The two accounts, momentum in the ion frame and energy in the laboratory frame, describe the same loss.

\section{The screened charge and a proton in silicon}

\subsection{What is carried over}

The first half showed that a slow heavy ion of speed $v$, in an electron gas of density $n=k_F^3/(3\pi^2)$, has stopping power $S=Qv$ with
\begin{equation}
Q=n k_F\sigma_{\rm tr}(k_F)
\;\xrightarrow{\text{Born}}\;
\frac{1}{12\pi^3}\int_0^{2k_F}q^3|V_q|^2\,dq .
\label{start}
\end{equation}
Here $k_F$ is the Fermi wavenumber, $\sigma_{\rm tr}$ the transport cross-section, and $V_q$ the Fourier transform of an electron's potential energy near the ion. Atomic units are used, and corrections are of relative order $v^2/k_F^2$.

The drag on a slow ion is now reduced to the transport cross-section at the Fermi wavenumber, and in the Born approximation the momentum and energy derivations agree. It remains to put in the screened charge, evaluate the friction for a proton in silicon, and test the assumption of weak scattering.
